**Scissors shift: position elements, velocity elements and electronic permittivity**

A rigid shift Δ of the empty bands keeps the interband position elements x_cv and multiplies the interband velocities by (E_cv + Δ)/E_cv, where E_cv is the unshifted transition energy. The program asserts both statements for a model cubic crystal by finite differences in the wavevector k. It also asserts that the resulting permittivity formula agrees with the density response of long supercells to a slow potential, and that the formula with unrescaled velocities does not. Further assertions cover the oscillator-strength sum rule, two bounds on the shifted response, and the head of a three-dimensional dielectric matrix. For Δ = 3 eV the permittivity falls from 1.954 to 1.714, while unrescaled velocities would give 1.402. The output also sizes local fields, electron–hole attraction, a non-rigid shift, a gap change on heating, lattice polarization and the operating field. The model parameters are round values in the rough regime of a porous organosilicate film, not a description of its atomic structure.

## Verification by program

```python
# Result under test: a rigid scissors shift H' = H + shift * P_c (P_c = projector
# on the empty states of the unperturbed crystal) keeps interband position
# elements x_cv, multiplies interband velocities by (E_cv + shift) / E_cv, and
# gives the electronic static permittivity (fixed ions, no local fields)
#   eps = 1 + 4 e^2/(eps0 a^3) * < sum_c |x_cv|^2 / (E_cv + shift) >_k .
# Model: cubic crystal, potential -U [cos(gx) + cos(gy) + cos(gz)], g = 2 pi/a,
# two electrons per cell. The x response needs only one-dimensional Bloch states.
# Units: eV and nm. "hv" is hbar times a velocity element, in eV nm.
import numpy as np
from scipy import constants as sc

a = 0.32          # lattice constant, nm
U = 8.0           # potential amplitude, eV
shift = 3.0       # scissors shift, eV
kin = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18    # hbar^2/(2m), eV nm^2
coul = sc.e / sc.epsilon_0 * 1e9                 # e^2/eps0, eV nm
g = 2 * np.pi / a
waves = g * np.arange(-7, 8)
size = len(waves)
identity = np.eye(size)


def bloch_h(k):
    hop = np.eye(size, k=1) + np.eye(size, k=-1)
    return np.diag(kin * (k + waves)**2) - U / 2 * hop


def shifted_h(k, s):
    h = bloch_h(k)
    u0 = np.linalg.eigh(h)[1][:, 0]
    return h + s * (identity - np.outer(u0, u0))


def uniform_k(n):
    return g * ((np.arange(n) + 0.5) / n - 0.5)


def transitions(n):
    energies, elements = [], []
    for k in uniform_k(n):
        e, u = np.linalg.eigh(bloch_h(k))
        energies.append(e[1:] - e[0])
        elements.append(u[:, 1:].T @ (2 * kin * (k + waves) * u[:, 0]))
    return np.array(energies), np.array(elements)


E, hv = transitions(200)
x2 = (hv / E)**2
prefactor = 4 * coul / a**3


def chi_length(s):
    return prefactor * np.mean(np.sum(x2 / (E + s), axis=1))


# --- Three-dimensional gap: highest filled level to lowest empty level
e_centre = np.linalg.eigvalsh(bloch_h(0.0))
e_edge = np.linalg.eigvalsh(bloch_h(g / 2))
gap3d = e_edge[1] + 2 * e_centre[0] - 3 * e_edge[0]
direct = e_edge[1] - e_edge[0]
assert gap3d > 0

# --- Velocity and position elements at one general k, by finite differences
k0 = 0.8 * g / 2
dk = 1e-3
e, u = np.linalg.eigh(bloch_h(k0))
v_old = u.T @ np.diag(2 * kin * (k0 + waves)) @ u
slope = (shifted_h(k0 + dk, shift) - shifted_h(k0 - dk, shift)) / (2 * dk)
v_new = u.T @ slope @ u
ratio = (e[1:4] - e[0] + shift) / (e[1:4] - e[0])
assert np.allclose(v_new[1:4, 0], v_old[1:4, 0] * ratio, rtol=1e-4, atol=0)
assert np.allclose(v_new[1:, 1:], v_old[1:, 1:], atol=1e-5)
assert abs(v_new[0, 0] - v_old[0, 0]) < 1e-5

e_s, u_s = np.linalg.eigh(shifted_h(k0, shift))
plus = np.linalg.eigh(shifted_h(k0 + dk, shift))[1][:, 0]
minus = np.linalg.eigh(shifted_h(k0 - dk, shift))[1][:, 0]
plus = plus * np.sign(plus @ u_s[:, 0])
minus = minus * np.sign(minus @ u_s[:, 0])
x_shifted = np.abs(u_s[:, 1:4].T @ (plus - minus) / (2 * dk))
x_plain = np.abs(v_old[1:4, 0]) / (e[1:4] - e[0])
assert np.allclose(x_shifted, x_plain, rtol=1e-4, atol=0)


# --- Permittivity from the density response to an explicit slow potential
def supercell_chi(cells, s, lam=0.02):
    j = np.arange(-4 * cells, 4 * cells + 1)
    n = len(j)
    q = g / cells
    h = np.diag(kin * (q * j)**2)
    h = h - U / 2 * (np.eye(n, k=cells) + np.eye(n, k=-cells))
    filled = np.linalg.eigh(h)[1][:, :cells]
    h = h + s * (np.eye(n) - filled @ filled.T)
    cosine = 0.5 * (np.eye(n, k=1) + np.eye(n, k=-1))
    density = []
    for amplitude in (lam, -lam):
        w = np.linalg.eigh(h + amplitude * cosine)[1][:, :cells]
        density.append(2 * np.sum(w * (cosine @ w)))
    response = (density[0] - density[1]) / (2 * lam)
    return -2 * coul * response / (q**2 * cells * a**3)


def long_wave_chi(s):
    return (4 * supercell_chi(48, s) - supercell_chi(24, s)) / 3


chi0, chi1 = chi_length(0.0), chi_length(shift)
field0, field1 = long_wave_chi(0.0), long_wave_chi(shift)
assert abs(field0 / chi0 - 1) < 2e-3
assert abs(field1 / chi1 - 1) < 2e-3
chi_naive = prefactor * np.mean(np.sum(hv**2 / (E + shift)**3, axis=1))
assert abs(chi_naive / field1 - 1) > 0.1   # old velocities must fail

# --- Sum rule from the second k derivative of the shifted Hamiltonian
strength0 = np.mean(np.sum(E * x2, axis=1)) / kin
spread = np.mean(np.sum(x2, axis=1))
strength1 = 1 + shift * spread / kin
curvature = []
step = 1e-2
for k in uniform_k(60):
    u0 = np.linalg.eigh(bloch_h(k))[1][:, 0]
    second = (shifted_h(k + step, shift) + shifted_h(k - step, shift)
              - 2 * shifted_h(k, shift)) / step**2
    curvature.append(u0 @ second @ u0 / (2 * kin))
assert abs(strength0 - 1) < 1e-5
assert abs(np.mean(curvature) - strength1) < 1e-4

# --- Bounds that need only averages over the unshifted response
weight = x2 / E
weight = weight / weight.sum()
mean_e = np.sum(weight * E)
mean_inv = np.sum(weight / E)
lower = chi0 / (1 + shift * mean_inv)
upper = chi0 * mean_e / (mean_e + shift)
assert lower < field1 < upper


# --- Full dielectric matrix of the three-dimensional crystal (local fields)
def axis_data(n, q, nb=5):
    energy, final, overlap = [], [], []
    for k in uniform_k(n):
        e1, u1 = np.linalg.eigh(bloch_h(k))
        e2, u2 = np.linalg.eigh(bloch_h(k + q))
        energy.append(e1[0])
        final.append(e2[:nb])
        overlap.append([[u2[:, b] @ np.roll(u1[:, 0], m)
                         for m in range(-2, 3)] for b in range(nb)])
    return np.array(energy), np.array(final), np.array(overlap)


def dielectric_matrix(s):
    q = 1e-3 * g
    ex, fx, mx = axis_data(10, q)
    ey, fy, my = axis_data(6, 0.0)
    dx, dy = fx - ex[:, None], fy - ey[:, None]
    de = (dx[:, None, None, :, None, None] + dy[None, :, None, None, :, None]
          + dy[None, None, :, None, None, :]).reshape(360, 125)
    m = np.einsum('anG,bmH,clI->abcnmlGHI', mx, my, my).reshape(360, 125, 125)
    # entry 0 is the filled band itself and is left out
    amp = m[:, 1:] / np.sqrt(de[:, 1:, None] + s)
    amp = amp.reshape(-1, 125)
    idx = np.arange(-2, 3) * g
    gx, gy, gz = np.meshgrid(idx, idx, idx, indexing='ij')
    root_v = np.sqrt(coul / ((gx + q)**2 + gy**2 + gz**2)).ravel()
    eps = np.eye(125) + np.outer(root_v, root_v) * (amp.T @ amp) * 4 / (a**3 * 360)
    centre = 62     # the zero reciprocal vector
    return eps[centre, centre], 1 / np.linalg.inv(eps)[centre, centre]


head0, macro0 = dielectric_matrix(0.0)
head1, macro1 = dielectric_matrix(shift)
assert abs((head0 - 1) / chi0 - 1) < 5e-3
assert abs((head1 - 1) / chi1 - 1) < 5e-3
assert macro0 < head0 and macro1 < head1

# --- Sizes of other neglected effects (rough inputs are printed)
attraction = coul / (4 * np.pi * (1 + chi1) * a)
eps_attraction = 1 + chi_length(shift - attraction)
stretch = 0.1
extra = stretch * (E - direct)
eps_stretch = 1 + prefactor * np.mean(np.sum(x2 / (E + shift + extra), axis=1))
gap_change = 0.1
eps_warm = 1 + chi_length(shift - gap_change)
ion_density, ion_charge, ion_mass, ion_energy = 10.0, 2.0, 10.0, 0.06
mass_ratio = ion_mass * sc.atomic_mass / sc.m_e
lattice = (ion_density * ion_charge**2 * coul * 2 * kin
           / mass_ratio / ion_energy**2)
field_mv_cm = 1.0
drop = field_mv_cm * 0.1 * a     # 1 MV/cm = 0.1 V/nm

print(f"lattice constant a = {a:.2f} nm, potential U = {U:.1f} eV")
print(f"scissors shift = {shift:.1f} eV")
print(f"hbar^2/(2m) = {kin:.6f} eV nm^2, e^2/eps0 = {coul:.4f} eV nm")
print(f"3D gap unshifted = {gap3d:.3f} eV, shifted = {gap3d + shift:.3f} eV")
print(f"smallest direct x transition, unshifted = {direct:.3f} eV")
print(f"sample k / (pi/a) = {k0 / (g / 2):.2f}")
print(f"sample transition energy unshifted = {e[1] - e[0]:.4f} eV")
print(f"sample transition energy shifted = {e_s[1] - e_s[0]:.4f} eV")
print(f"sample |x| from unshifted velocity = {x_plain[0]:.6f} nm")
print(f"sample |x| from shifted eigenvectors = {x_shifted[0]:.6f} nm")
print(f"sample hbar|v| unshifted = {abs(v_old[1, 0]):.5f} eV nm")
print(f"sample hbar|v| shifted, derivative of H' = {abs(v_new[1, 0]):.5f} eV nm")
print(f"sample energy ratio = {ratio[0]:.5f}")
print(f"sample velocity ratio = {abs(v_new[1, 0] / v_old[1, 0]):.5f}")
print(f"permittivity unshifted, formula = {1 + chi0:.5f}")
print(f"permittivity unshifted, slow potential = {1 + field0:.5f}")
print(f"permittivity shifted, formula = {1 + chi1:.5f}")
print(f"permittivity shifted, slow potential = {1 + field1:.5f}")
print(f"permittivity shifted, old velocities (wrong) = {1 + chi_naive:.5f}")
print(f"susceptibility ratio shifted/unshifted = {chi1 / chi0:.4f}")
print(f"susceptibility ratio wrong/correct = {chi_naive / chi1:.4f}")
print(f"refractive index unshifted = {np.sqrt(1 + chi0):.4f}")
print(f"refractive index shifted = {np.sqrt(1 + chi1):.4f}")
print(f"weighted mean E = {mean_e:.3f} eV, 1/<1/E> = {1 / mean_inv:.3f} eV")
print(f"bounds on shifted permittivity = {1 + lower:.5f} to {1 + upper:.5f}")
print(f"k-averaged sum of |x|^2 = {spread:.6f} nm^2")
print(f"strength per electron unshifted = {strength0:.5f}")
print(f"strength per electron shifted, formula = {strength1:.5f}")
print(f"strength per electron shifted, curvature = {np.mean(curvature):.5f}")
print(f"3D matrix head: unshifted = {head0:.4f}, shifted = {head1:.4f}")
print(f"with local fields: unshifted = {macro0:.4f}, shifted = {macro1:.4f}")
print(f"electron-hole attraction at distance a = {attraction:.3f} eV")
print(f"permittivity, shift reduced by attraction = {eps_attraction:.4f}")
print(f"stretch of shift = {stretch:.2f} eV per eV above direct edge")
print(f"permittivity with stretched shift = {eps_stretch:.4f}")
print(f"permittivity, gap lower by {gap_change:.1f} eV = {eps_warm:.4f}")
print(f"rough polar oscillator: density = {ion_density:.0f} nm^-3")
print(f"  charge = {ion_charge:.0f} e, mass = {ion_mass:.0f} u")
print(f"  quantum = {ion_energy:.2f} eV")
print(f"lattice part of permittivity, rough = {lattice:.2f}")
print(f"field in use = {field_mv_cm:.1f} MV/cm, drop per cell = {drop:.4f} eV")
print(f"(drop / direct transition)^2 = {(drop / direct)**2:.2e}")
print("no test failed")
```

Output:

```
lattice constant a = 0.32 nm, potential U = 8.0 eV
scissors shift = 3.0 eV
hbar^2/(2m) = 0.038100 eV nm^2, e^2/eps0 = 18.0951 eV nm
3D gap unshifted = 5.553 eV, shifted = 8.553 eV
smallest direct x transition, unshifted = 7.855 eV
sample k / (pi/a) = 0.80
sample transition energy unshifted = 8.4172 eV
sample transition energy shifted = 11.4172 eV
sample |x| from unshifted velocity = 0.086054 nm
sample |x| from shifted eigenvectors = 0.086054 nm
sample hbar|v| unshifted = 0.72434 eV nm
sample hbar|v| shifted, derivative of H' = 0.98250 eV nm
sample energy ratio = 1.35641
sample velocity ratio = 1.35641
permittivity unshifted, formula = 1.95405
permittivity unshifted, slow potential = 1.95404
permittivity shifted, formula = 1.71420
permittivity shifted, slow potential = 1.71420
permittivity shifted, old velocities (wrong) = 1.40225
susceptibility ratio shifted/unshifted = 0.7486
susceptibility ratio wrong/correct = 0.5632
refractive index unshifted = 1.3979
refractive index shifted = 1.3093
weighted mean E = 9.169 eV, 1/<1/E> = 8.879 eV
bounds on shifted permittivity = 1.71311 to 1.71885
k-averaged sum of |x|^2 = 0.003960 nm^2
strength per electron unshifted = 1.00000
strength per electron shifted, formula = 1.31183
strength per electron shifted, curvature = 1.31183
3D matrix head: unshifted = 1.9540, shifted = 1.7142
with local fields: unshifted = 1.6942, shifted = 1.5497
electron-hole attraction at distance a = 2.625 eV
permittivity, shift reduced by attraction = 1.9154
stretch of shift = 0.10 eV per eV above direct edge
permittivity with stretched shift = 1.7076
permittivity, gap lower by 0.1 eV = 1.7202
rough polar oscillator: density = 10 nm^-3
  charge = 2 e, mass = 10 u
  quantum = 0.06 eV
lattice part of permittivity, rough = 0.84
field in use = 1.0 MV/cm, drop per cell = 0.0320 eV
(drop / direct transition)^2 = 1.66e-05
no test failed
```
